\section*{Reflectionless Coherent fcc (111) Twins in a Nearest-Neighbour s-Band Model}

\section{Transmission through a coherent (111) twin}

\subsection{What the mirror plane fixes}

A coherent twin boundary in an fcc metal is a (111) atomic plane that serves as a mirror: the crystal above it is the reflection of the crystal below. Number the layers by $n$, with the twin plane at $n=0$. Both half-crystals share the same two-dimensional lattice of in-plane translations, so the in-plane wavevector $\mathbf k$ is conserved. The mirror reverses the layer number and leaves $\mathbf k$ alone. The layer Hamiltonian at fixed $\mathbf k$ therefore obeys
\begin{equation}
H_{n,m}(\mathbf k)=H_{-n,-m}(\mathbf k).
\label{eq:mirror}
\end{equation}
With one orbital per atom each $H_{n,m}$ is a number, and Hermiticity gives
\begin{equation}
H_{0,1}=H_{0,-1}=H_{-1,0}^{*}.
\label{eq:conj}
\end{equation}
The upward hopping just above the twin is the complex conjugate of the upward hopping just below it. The moduli agree, and only the phase can change. If hopping connects adjacent layers alone, the layers form an open chain without closed loops, and the phases of its bonds can be absorbed into the definition of the layer amplitudes. The reflection then cannot depend on the phase. The mirror equates the two bonds at the twin with each other, but not with the bulk bond. If their modulus is also that of the bulk and the diagonal energy is the same in every layer, the reflection must equal that of a uniform chain, which is zero.

The assumptions are these. Each atom carries one orthogonal s orbital with site energy zero. Nearest neighbours are coupled by a real hopping energy $t<0$. The site energies and bond lengths at the twin are those of the bulk, and the boundary is flat and free of defects.

\subsection{Reduction to a chain}

Let $a$ be the cubic lattice constant, $b=a/\sqrt2$ the neighbour distance and $d=a/\sqrt3$ the layer spacing. The in-plane lattice vectors $\mathbf a_1,\mathbf a_2$ have length $b$ and enclose $60^\circ$. Below the twin, an atom has three neighbours in the next layer up, at in-plane displacements
\begin{equation}
\boldsymbol\delta_1=\tfrac13(\mathbf a_1+\mathbf a_2),\quad
\boldsymbol\delta_2=\boldsymbol\delta_1-\mathbf a_1,\quad
\boldsymbol\delta_3=\boldsymbol\delta_1-\mathbf a_2 .
\label{eq:delta}
\end{equation}
Above the twin the stacking is reversed and the displacements are $-\boldsymbol\delta_j$. An atom in the twin plane has six neighbours in its own layer, three below and three above. It keeps the bulk coordination of twelve.

We use Bloch sums within each layer, with the phase $e^{i\mathbf k\cdot\mathbf r}$ taken at the true atomic positions. The matrix element between two layers is then $t$ times the sum of $e^{i\mathbf k\cdot\Delta\mathbf r}$ over the connecting bonds. Define
\begin{equation}
f(\mathbf k)=\sum_{j=1}^{3}e^{i\mathbf k\cdot\boldsymbol\delta_j}=w\,e^{i\theta},\qquad w=|f| .
\label{eq:f}
\end{equation}
The upward hoppings are
\begin{equation}
H_{n,n+1}=
\begin{cases}
t\,w\,e^{i\theta}, & n<0,\\
t\,w\,e^{-i\theta}, & n\ge 0,
\end{cases}
\label{eq:hop}
\end{equation}
in agreement with Eq.~\eqref{eq:conj}.

The diagonal element $\varepsilon$ comes from the six in-plane neighbours. To express it through $w$, expand
\begin{equation}
w^2=\sum_{j,l}e^{i\mathbf k\cdot(\boldsymbol\delta_j-\boldsymbol\delta_l)}
=3+\sum_{j\ne l}e^{i\mathbf k\cdot(\boldsymbol\delta_j-\boldsymbol\delta_l)} .
\end{equation}
By Eq.~\eqref{eq:delta} the six differences with $j\neq l$ are $\pm\mathbf a_1$, $\pm\mathbf a_2$ and $\pm(\mathbf a_1-\mathbf a_2)$, which are the six in-plane neighbour vectors. Hence
\begin{equation}
\varepsilon=t\,(w^2-3)
\label{eq:eps}
\end{equation}
in every layer, including the twin plane. The amplitudes $c_n$ satisfy
\begin{equation}
(E-\varepsilon)c_n=H_{n,n+1}c_{n+1}+H_{n,n-1}c_{n-1}.
\label{eq:chain}
\end{equation}

\subsection{Removing the phases}

Substitute
\begin{equation}
c_n=e^{i\theta|n|}u_n .
\label{eq:gauge}
\end{equation}
For $n<0$ we have $|n+1|=|n|-1$ and $|n-1|=|n|+1$. With $H_{n,n-1}=H_{n-1,n}^*=t w e^{-i\theta}$, the right side of Eq.~\eqref{eq:chain} is
\begin{equation}
tw\left[e^{i\theta}e^{i\theta(|n|-1)}u_{n+1}+e^{-i\theta}e^{i\theta(|n|+1)}u_{n-1}\right]
=tw\,e^{i\theta|n|}(u_{n+1}+u_{n-1}).
\end{equation}
For $n>0$ the signs of both the hopping phases and the changes of $|n|$ are reversed, and the same result follows. At the twin plane both neighbours have $|n|=1$, and both hoppings carry $e^{-i\theta}$:
\begin{equation}
tw\left[e^{-i\theta}e^{i\theta}u_1+e^{-i\theta}e^{i\theta}u_{-1}\right]=tw(u_1+u_{-1}).
\end{equation}
After division by $e^{i\theta|n|}$, every layer obeys
\begin{equation}
(E-\varepsilon)u_n=tw\,(u_{n+1}+u_{n-1}).
\label{eq:uniform}
\end{equation}
No trace of the boundary remains in this equation.

For $w\neq0$ the general solution inside the band is $u_n=Ae^{i\phi n}+Be^{-i\phi n}$, with the same $A$ and $B$ for all $n$ and
\begin{equation}
E=\varepsilon+2tw\cos\phi .
\label{eq:band}
\end{equation}
The net probability current from layer $n$ to $n+1$ follows from $i\hbar\dot c_n=\sum_mH_{nm}c_m$:
\begin{equation}
J=-\frac{2}{\hbar}\,\mathrm{Im}\left(c_n^*H_{n,n+1}c_{n+1}\right).
\label{eq:current}
\end{equation}
The wave $e^{i\phi n}$ gives $J=-(2tw/\hbar)\sin\phi$, which is positive for $0<\phi<\pi$ because $t<0$. The wave $e^{-i\phi n}$ moves downward. For a wave incident from below there is no downward wave above the twin, so $B=0$. The same $B$ is the reflected amplitude below the twin. The scattering state is
\begin{equation}
c_n=e^{i(\phi n+\theta|n|)},\qquad r=0,\qquad T=1 .
\label{eq:result}
\end{equation}
This holds at every energy and every $\mathbf k$ for which a propagating channel exists.

To find those channels, divide Eq.~\eqref{eq:band} by $t=-|t|$ and use Eq.~\eqref{eq:eps}. This gives $-E/|t|=w^2-3+2w\cos\phi$. Adding 4 to both sides,
\begin{equation}
4-\frac{E}{|t|}=w^2+1+2w\cos\phi .
\end{equation}
Since $-1<\cos\phi<1$ in a propagating channel, the condition is
\begin{equation}
(w-1)^2<4-\frac{E}{|t|}<(w+1)^2 .
\label{eq:open}
\end{equation}
At the corners K of the two-dimensional zone $w=0$. The layers decouple there, $\theta$ is undefined, and there is no channel to transmit.

\subsection{Refraction without reflection}

The twin still acts on the wave. Below it, Eq.~\eqref{eq:result} advances by $\phi-\theta$ per layer, and above it by $\phi+\theta$. Up to multiples of $2\pi/d$,
\begin{equation}
k_z^{<}=\frac{\phi-\theta}{d},\qquad k_z^{>}=\frac{\phi+\theta}{d}.
\label{eq:kz}
\end{equation}
The bulk bands are $E=\varepsilon+2tw\cos(k_zd\pm\theta)$, with the upper sign below the twin. Differentiation with respect to $k_z$ gives the same normal velocity on both sides,
\begin{equation}
v_z=-\frac{2twd}{\hbar}\sin\phi .
\label{eq:vz}
\end{equation}
The lateral velocity is the derivative with respect to $\mathbf k$ at fixed $k_z$. The terms from $\nabla\varepsilon$ and $\nabla w$ are common to both sides. The phase contributes $\mp(2tw/\hbar)\sin\phi\,\nabla\theta=\pm(v_z/d)\nabla\theta$, so that
\begin{equation}
\mathbf v_\parallel^{>}-\mathbf v_\parallel^{<}=-\frac{2v_z}{d}\,\nabla_{\mathbf k}\theta .
\label{eq:refraction}
\end{equation}
An electron crosses with certainty, but in general it leaves in another direction.

\subsection{Other stackings and longer hopping}

The argument does not need a single twin. In any close-packed sequence the upward hopping from layer $m$ is $twe^{i\theta_m}$ with $\theta_m=\pm\theta$. For $n>0$ set $c_n=e^{-i(\theta_0+\dots+\theta_{n-1})}u_n$, and for $n<0$ set $c_n=e^{i(\theta_n+\dots+\theta_{-1})}u_n$. Each bond phase is cancelled by the difference between the phases of its two ends, and Eq.~\eqref{eq:uniform} returns. Stacking faults, hcp lamellae and dense sets of twins are all reflectionless in this model.

Second neighbours do no harm either. They lie at cube-edge vectors such as $(a,0,0)$, whose component along $[111]$ is $a/\sqrt3=d$. They join adjacent layers. The total interlayer hopping becomes a new complex number $F$, and reversing the stacking turns it into $F^*$. Its modulus is unchanged.

The proof ends when layers $n$ and $n+2$ are coupled, for three layers then form a closed triangle. Under a change of phases $c_n=e^{i\chi_n}u_n$, each matrix element $H_{nm}$ acquires $e^{i(\chi_m-\chi_n)}$, and the product
\begin{equation}
P=H_{n,n+1}H_{n+1,n+2}H_{n+2,n}
\label{eq:loop}
\end{equation}
does not change. In fcc the closest atoms two layers apart are third neighbours at distance $a\sqrt{3/2}$. Their in-plane displacements are $-\boldsymbol\delta_j$, because $2\boldsymbol\delta_1$ differs from $-\boldsymbol\delta_1$ by a lattice vector. With hopping $t_3$ this gives $P=F^2t_3f$, which is complex in general. Across the twin, layers $-1$ and $1$ lie directly above one another at distance $2d=1.155a$. Keeping that contact alone, with hopping $t_c$, gives $P=FF^*t_c$, which is real. The moduli differ too, $|t_3f|$ against $|t_c|$. No choice of phases can turn one triangle into the other, so the guarantee of $T=1$ is lost. A mismatch in either the phase or the modulus of $P$ is enough for that.

A shift $\Delta$ of the site energy on the twin plane also reflects. In the gauged chain let $u_n=e^{i\phi n}+re^{-i\phi n}$ for $n\le0$ and $u_n=\tau e^{i\phi n}$ for $n\ge0$, so that $\tau=1+r$. The equation at $n=0$ is
\begin{equation}
(2tw\cos\phi-\Delta)\tau=tw\left[\tau e^{i\phi}+e^{-i\phi}+(\tau-1)e^{i\phi}\right]
=2tw\left[\tau e^{i\phi}-i\sin\phi\right].
\end{equation}
Collecting the terms in $\tau$ and using $\cos\phi-e^{i\phi}=-i\sin\phi$,
\begin{equation}
\tau=\frac{2itw\sin\phi}{\Delta+2itw\sin\phi},\qquad
R=|\tau-1|^2=\frac{\Delta^2}{\Delta^2+(2tw\sin\phi)^2}.
\label{eq:shift}
\end{equation}
By Eq.~\eqref{eq:vz} the competing energy is $\hbar v_z/d$. Channels with $\hbar v_z/d\gg|\Delta|$ barely notice the shift, while channels near a band edge, where $v_z$ tends to zero, are strongly reflected. A high speed along the plane does not help.

\subsection{Numbers in the regime of copper}

Take $a=0.36$ nm, $t=-0.70$ eV and one electron per atom. The Fermi energy is then $E_F=0.639$ eV, accurate to a few meV on the grid used. The band bottom lies at $12t=-8.4$ eV, so the occupied width is 9.0 eV, roughly that of copper's conduction band.

Here $4-E_F/|t|=3.087$, whose square root is 1.757, and Eq.~\eqref{eq:open} opens the channels with $0.757<w<2.757$. Normal incidence has $w=3$ and is closed. The model thus has no Fermi-surface states along $[111]$ itself, a feature it shares qualitatively with the necks of copper's Fermi surface, although the opening in the model, of radius about 3.9 nm$^{-1}$, is wider than copper's, roughly 2.6 nm$^{-1}$.

Consider the oblique channel $\mathbf k\cdot\mathbf a_1=2.50$, $\mathbf k\cdot\mathbf a_2=0.20$. Equation~\eqref{eq:f} gives
\begin{equation}
f=e^{0.9i}+e^{-1.6i}+e^{0.7i},\qquad w=1.423,\qquad \theta=0.3055=17.5^\circ .
\end{equation}
Then $\varepsilon=-0.70\,(1.423^2-3)=0.682$ eV and $tw=-0.996$ eV, so $\cos\phi=0.022$ and $\phi=1.549$. From Eq.~\eqref{eq:kz}, $k_z$ rises from 5.98 to 8.92 nm$^{-1}$. The normal velocity stays at 629 km/s. With $\partial\theta/\partial k_x=0.1035$ nm, Eq.~\eqref{eq:refraction} predicts a change in $v_x$ of
\begin{equation}
-2\times\frac{629}{0.2078}\times0.1035\approx-626\ \text{km/s}.
\end{equation}
The explicit twelve-neighbour bands of the two half-crystals give 902 and 276 km/s, the same change. The direction of motion swings from $58^\circ$ to $24^\circ$ off the normal, while mode matching with numerically found Bloch factors gives $R=3\times10^{-33}$, which is rounding error.

Two wider tests do not use the gauge transformation. Green-function transmission was computed on a $24\times24$ grid of $\mathbf k$ at $E_F$, at $E_F\pm5k_BT$ for 300 K, and at $-4$ eV. Over channels with $|\cos\phi|<0.995$, $T$ departs from 1 by at most $8\times10^{-6}$, with an imaginary energy of $10^{-7}$ eV. Twelve randomly stacked bonds at $E_F$ give at most $3\times10^{-5}$. Thermal smearing therefore creates no reflection here. In addition, seven-layer clusters built from atomic coordinates have the same levels with and without a twin, to $10^{-14}$ eV. With hopping extended to the third shell their levels differ by up to 0.028 eV.

At $E_F$ a fraction $M=0.814$ of the grid points is open. With cell area $A_c=0.0561$ nm$^2$ and two spins, the ballistic resistance times area is
\begin{equation}
\rho_B=\frac{h}{2e^2}\,\frac{A_c}{M}=8.9\times10^{-12}\ \Omega\,\text{cm}^2 .
\label{eq:ballistic}
\end{equation}
It belongs to the finite number of channels, and the twin adds nothing to it. If a neglected effect produces a mean reflection $\bar R$, the two-terminal resistance becomes $\rho_B/(1-\bar R)$, with $\rho_B$ evaluated for the model in question. The twin's share is
\begin{equation}
\gamma=\rho_B\,\frac{\bar R}{1-\bar R}.
\label{eq:gamma}
\end{equation}

Three such effects were sized, each with the others absent. The mean reflections below are averages over the $24\times24$ grid. Channels near band edges weigh heavily in them, so they are not converged: shifting this grid spreads them over a factor of two to three. On grids of about 100 to 200 points per side they move to roughly 0.008 for the site shift, 0.0037 for the third shell and 0.001 for the s--p model, and $\gamma$ for the last two to about $3.3\times10^{-14}$ and $9\times10^{-15}\ \Omega\,$cm$^2$. They should be read as orders of magnitude.

A site shift $\Delta=0.10$ eV gives $R=0.01/(0.01+1.99^2)=0.0025$ in the channel above. The average over open channels is about 0.01, raised by channels of lower normal velocity.

Next, let the hopping decay with distance as $e^{-(r-b)/\lambda}$, with $\lambda=0.05$ nm. It is $-0.085$ eV at the second neighbours, $-0.028$ eV at the contact across the twin and $-0.017$ eV at the third neighbours. Cut off after the second shell, this model shows no mean reflection to the digits printed. With the third shell included, $\bar R=0.0028$ and $\gamma=2.5\times10^{-14}\ \Omega\,$cm$^2$. For the chosen $\mathbf k$, the phase of $P/t^3$ is $41^\circ$ in fcc and zero at the twin. The phase is not the only mismatch. At $\mathbf k\cdot\mathbf a_1=1.5$, $\mathbf k\cdot\mathbf a_2=-1.5$ both products are real but differ in modulus, and the reflection there, about $1.7\times10^{-4}$, is comparable to the $1.4\times10^{-4}$ of the chosen channel.

Finally, add p orbitals with nearest-neighbour coupling. The hoppings become $4\times4$ matrices, and the mirror also reverses the orbital $p_z$. A gauge change would now have to be a unitary matrix in each layer that also preserves the in-plane Hamiltonian, and nothing guarantees that one exists. For rough s--p parameters (p level at 6.0 eV, couplings of 1.0 eV for sp, 1.5 eV for pp$\sigma$ and $-0.1$ eV for pp$\pi$), $\bar R=0.0007$ and $\gamma=6\times10^{-15}\ \Omega\,$cm$^2$.

For twins 50 nm apart whose resistances simply add, $\gamma$ divided by the spacing gives 0.005 $\mu\Omega\,$cm in the third-shell model and 0.001 $\mu\Omega\,$cm in the s--p model (about 0.007 and 0.002 $\mu\Omega\,$cm on finer grids). Copper's room-temperature resistivity is roughly 1.7 $\mu\Omega\,$cm, so both additions are below one per cent of it. They are estimates of size and not bounds. First-principles values of $\gamma$ for copper's coherent twin are, roughly, of order $10^{-13}\ \Omega\,$cm$^2$, larger than both models give. These models omit d orbitals and the self-consistent potential at the boundary. Real twins also contain steps and defects, which mix different $\mathbf k$. The reduction to independent chains then fails, and the theorem no longer applies. The full set of values is in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
lattice constant a = 0.360 nm; hopping t = -0.70 eV
neighbour distance b = 0.2546 nm; layer spacing d = 0.2078 nm
Fermi energy, s model = 0.639 eV (site energy = 0)
neighbours of every inner atom, twin cluster = 12
cluster level difference fcc/twin, nearest = 1.3e-14 eV
same, hopping to third shell = 0.0279 eV
channel: k.a1 = 2.50 rad, k.a2 = 0.20 rad
w = 1.4231; theta = 0.3055 rad = 17.50 deg
layer energy eps = 0.6823 eV; t*w = -0.9962 eV
cos(phi) = 0.0218; phi = 1.5490 rad
scattering-state residual = 4.0e-16 eV
k_z below = 5.983 1/nm; above = 8.922 1/nm
v_z below = 629.0 km/s; above = 629.0 km/s
v_x, v_y below = 901.7, -470.8 km/s
v_x, v_y above = 275.5, -50.0 km/s
grad theta = 0.10346, -0.06952 nm
velocity tilt from normal: 58.27 deg, then 23.99 deg
reflection by mode matching = 3.1e-33
reflection with 0.10 eV twin-site shift = 0.00251
zone grid = 24 x 24; open at Fermi energy = 469
largest |T-1|, twin, four energies = 7.4e-06
largest |T-1|, random stacking = 2.8e-05
|f| at the zone corner K = 0.0e+00
thermal energy at 300 K = 25.85 meV
open fraction = 0.8142; cell area = 0.05612 nm^2
ballistic resistance, s = 8.895e-12 ohm cm^2
mean reflection, 0.10 eV site shift = 0.00996
hopping decay length = 0.050 nm
hopping at r = b = 0.2546 nm: -0.7000 eV
hopping at r = a = 0.3600 nm: -0.0850 eV
hopping at r = 2d = 0.4157 nm: -0.0279 eV
hopping at r = a*sqrt(3/2) = 0.4409 nm: -0.0168 eV
mean reflection, to second shell = 0.0e+00
mean reflection, to third shell = 0.002810
Fermi energy, third-shell model = 0.816 eV
layer-loop phase: fcc 41.33 deg, twin 0.00 deg
s-p model: e_p = 6.0, sp = 1.0 eV
s-p model: pp-sigma = 1.5, pp-pi = -0.1 eV
s-p Fermi energy = -1.801 eV; channels per k = 0.8142
mean reflection, s-p model = 0.00069
twin resistance, third shell = 2.48e-14 ohm cm^2
twin resistance, s-p model = 6.15e-15 ohm cm^2
twin spacing = 50 nm
added resistivity, third shell = 0.00496 uohm cm
added resistivity, s-p model = 0.0012 uohm cm
\end{verbatim}
